Why phonon repopulation iteration diverges and preconditioned conjugate gradients converge

A model crystal chain at 300 K has a thermal conductivity of 1.217 eV Å/(ps K), found by solving its linear transport equation directly. A simple iteration for the same equation starts from the relaxation-time value 0.997 and then gives

0.970, 1.128, 1.016, 1.235, 1.000, 1.354.

The tenth correction gives 1.81, the fifteenth −1.44 and the twentieth 12.9. The fourth correction, 1.235, lies within 1.5 % of the solution, yet the sequence does not settle there. The equation has one solution, with positive conductivity, so the fault lies in the iteration. Finding it shows what a better scheme must do.

**The equation being solved**

The algebra sets ħ = 1, and T denotes the thermal energy. A mode i has frequency ω_i, group velocity v_i and equilibrium occupation n_i⁰ = 1/(exp(ω_i/T) − 1). Define N_i = n_i⁰(n_i⁰ + 1) and write the disturbed occupation as

n_i = n_i⁰ + N_i ψ_i.

Consider the process 1 + 2 ↔ 3. Its net forward rate is 2π|V|²δ(ω₁ + ω₂ − ω₃) times

n₁n₂(n₃ + 1) − (n₁ + 1)(n₂ + 1)n₃ = (n₁ + 1)(n₂ + 1)(n₃ + 1)(y₁y₂ − y₃), with y = n/(n + 1).

Since d(ln y)/dn = 1/[n(n + 1)], to first order y_i = exp(−ω_i/T)(1 + ψ_i). Energy conservation then gives y₁y₂ − y₃ = exp(−ω₃/T)(ψ₁ + ψ₂ − ψ₃). The remaining prefactor is the equilibrium value of (n₁ + 1)(n₂ + 1)n₃, which equals that of n₁n₂(n₃ + 1). Their product is N₁N₂N₃, so each equals √(N₁N₂N₃). The net rate is

P(ψ₁ + ψ₂ − ψ₃), P = 2π|V|²δ(ω₁ + ω₂ − ω₃)√(N₁N₂N₃).

On a finite mesh the delta function becomes a Gaussian of width σ. The two prefactors then differ, by a P-weighted average of about 10 % at the largest width used below and by about 0.25 % at the smallest; keeping their geometric mean preserves a symmetric matrix.

Modes 1 and 2 lose a phonon in the forward process and mode 3 gains one. Let the vector c have entries 1, 1, −1 on the three modes. The collision term is dn_i/dt = −(Aψ)_i, where

(Aψ)_i = Σ P c_i (c·ψ) + γN_iψ_i.

The sum runs over processes, and γ is a uniform rate standing for other resistive scattering. Summing over ordered pairs (1,2) with a factor ½ counts each process once. It also treats 1 = 2 correctly: the vertex is then halved, while the thermal average of n(n − 1) is 2n², so the rate is ¼ × 2 = ½ of the standard expression.

In a steady state, drift balances collisions. Differentiating the Bose function gives ∂n_i⁰/∂T = N_iω_i/T², hence

v_i(N_iω_i/T²)∇T = −(Aψ)_i.

Setting ψ = −φ∇T gives

Aφ = b, b_i = N_iω_iv_i/T².

For a chain of length L the heat current is J = (1/L)Σω_iv_iN_iψ_i = −(T²/L)(bᵀφ)∇T. Therefore

κ = (T²/L)bᵀφ,

multiplied by Boltzmann's constant when the gradient is in kelvin per length. Because v is odd in the wavevector q and A respects q → −q, φ is odd too. Only odd functions need be considered.

**What the simple loop does**

Split A into an out-scattering diagonal D and a remainder that returns phonons to the modes. D counts every leg of a process separately:

ψᵀAψ = ΣP(ψ₁ + ψ₂ − ψ₃)² + ΣγN_iψ_i²,

ψᵀDψ = ΣP(ψ₁² + ψ₂² + ψ₃²) + ΣγN_iψ_i².

Repopulation iteration starts from the relaxation-time solution φ₀ = D⁻¹b and corrects it by

φ_{k+1} = D⁻¹[b − (A − D)φ_k] = φ_k + D⁻¹(b − Aφ_k).

The second form shows that the loop always takes a step of fixed length, one, along the scaled residual. Subtracting the solution gives e_{k+1} = (1 − D⁻¹A)e_k for the error. In the variable x = D^(1/2)φ the matrix becomes H = D^(−1/2)AD^(−1/2), which is symmetric and has the same eigenvalues λ_j as D⁻¹A. Each error component is multiplied by 1 − λ_j per step. For γ > 0 all λ_j are positive, so convergence from every start requires, and is guaranteed by,

λ_max < 2.

A component with λ < 1 decays without changing sign. With 1 < λ < 2 it alternates and decays; with λ > 2 it alternates and grows.

To follow the conductivity, let β_j be the components of D^(−1/2)b along the eigenvectors. Unrolling the loop gives x_k = Σ_{m=0}^{k}(1 − H)^m D^(−1/2)b. Summing the geometric series gives

κ_k = (T²/L)Σ_jβ_j²[1 − (1 − λ_j)^{k+1}]/λ_j.

In the example λ runs from 0.208 to 2.366, with four eigenvalues above 2. The fastest growth factor is |1 − 2.366| = 1.366. Between k = 10 and k = 20 the deviation from 1.217 grows from 0.591 to 11.67, a factor 19.7, or 1.35 per step. The fastest component supplies only 14 % of the deviation at k = 20; nearly all the rest comes from the other three eigenvalues above 2.

The start gives little warning. For k = 0 and 1 the formula yields κ₁ = κ₀(2 − λ̄), where λ̄ is the mean of λ weighted by β_j². The numbers give λ̄ = 2 − 0.970/0.997 = 1.027. Most of the weight, 83 %, lies at eigenvalues between 0.9 and 1.1, where the relaxation-time answer is nearly right. Only 6 % belongs to the four eigenvalues above 2, but the error in that part grows at every step.

**How large can an eigenvalue be?**

Cauchy's inequality gives (ψ₁ + ψ₂ − ψ₃)² ≤ 3(ψ₁² + ψ₂² + ψ₃²). Summed over processes, and with γ > 0, this proves

0 < λ < 3.

Three-phonon scattering thus permits divergence without forcing it. The same argument with m legs gives the bound m. For elastic scattering between two modes m = 2, so such scattering with γ > 0 keeps λ below 2.

The extreme case has ψ₁ = ψ₂ = −ψ₃. Consider a single triad whose three modes have equal resistive terms g. Then A = P c cᵀ + g and D = P + g. Since c·c = 3, the eigenvalue along c is

λ = (3P + g)/(P + g),

and the other two are g/(P + g). The loop diverges when P > g. For P ≪ g, λ tends to 1 and the relaxation-time answer is accurate. For P ≫ g, λ tends to 3 and the error doubles at each step. Physically, the loop sets each mode as if its partners were fixed. All three partners then respond together, and the combined response is too large.

An odd function can have this sign pattern. Take ψ = −sgn(q), with q in the first Brillouin zone. If two phonons of negative q combine by a normal process, q₃ is negative and the sum ψ₁ + ψ₂ − ψ₃ is 1 + 1 − 1 = 1; the ratio of the two quadratic forms is 1/3. If they combine by Umklapp into positive q₃, the sum is 1 + 1 + 1 = 3 and the ratio is 3. This Umklapp process reverses the sign of the wavevector, so an odd function can reach the ratio 3 on it. The energy flow need not reverse: on the optical branch of the chain below, the group velocity is opposite to q.

**A chain in which it happens**

The example has two atoms per cell of length a = 5 Å, with masses M = 40 u and m = 20 u. Neighbours are joined by Morse bonds of depth E = 4 eV and exponent α = 1 Å⁻¹. These are model parameters. Expanding E(1 − exp(−αd))² in the bond stretch d gives ½Kd² + (G/6)d³, with

K = 2Eα² = 8 eV/Å², G = −6Eα³ = −24 eV/Å³.

Quartic terms are omitted. The equations of motion for a plane wave lead to

(2K/M − ω²)(2K/m − ω²) = 4K²cos²(qa/2)/(Mm).

With 1/μ = 1/M + 1/m, the solutions are

ω² = (K/μ)[1 ∓ √(1 − B sin²(qa/2))], B = 4μ²/(Mm) = 8/9.

The acoustic branch ends at 0.0409 eV; the optical branch runs from 0.0578 to 0.0708 eV.

These branches allow only acoustic + acoustic ↔ optical. Write sin 2χ = √B |sin(qa/2)| with 0 ≤ χ < π/4. The half-angle formulas give ω_A = Ω sin χ and ω_O = Ω cos χ, with Ω² = 2K/μ. For 0 < q < π/a, the slope dω_A/dq is proportional to cos χ √[(1 − s²)/(1 − Bs²)], s = sin(qa/2). Both factors decrease with q because B < 1, so ω_A is concave and vanishes at q = 0. It follows that ω_A(q₁) + ω_A(q₂) > ω_A(q₁ + q₂) for non-zero q₁ and q₂. This survives folding back into the zone: if |q₁| + |q₂| exceeds π/a, concavity makes the left side larger than the branch maximum. Two acoustic phonons cannot make a third.

For χ < π/4, a change in cos χ is smaller than the corresponding change in sin χ. The difference between two optical frequencies is therefore at most the difference between the acoustic frequencies at the same wavevectors, which is less than or equal to ω_A of the wavevector connecting them. Equality cannot hold throughout, so acoustic + optical → optical is excluded. The remaining combinations fail because twice the optical minimum exceeds the optical maximum and the optical minimum exceeds the acoustic maximum.

For the vertex, let ε₁ and ε₂ be the components of the normalised eigenvector on the heavy and light atoms. The stretch amplitudes of the two bonds in a cell are

s₁ = (ε₂/√m − ε₁/√M)/√(2ω),

s₂ = (ε₁e^{iqa}/√M − ε₂/√m)/√(2ω).

Inserting the phonon expansion in (G/6)Σd³, the six orderings of three distinct modes cancel the 1/6. For N_c cells this leaves

V = (G/√N_c)[s₁(1)s₁(2)s₁(3)* + s₂(1)s₂(2)s₂(3)*].

The matrix keeps only acoustic + acoustic ↔ optical processes, also at finite σ. With γ = 0.0001 eV, diagonalising H numerically in the odd sector gives these largest eigenvalues:

σ = 0.004 eV: 1.884
σ = 0.002 eV: 2.026
σ = 0.001 eV: 2.110
σ = 0.0005 eV: 2.160

Each is the same to the digits shown for 101, 201 and 401 cells. The crossing of 2 is therefore not an accident of a coarse mesh, though it depends on the energy width and on γ. It also depends on leaving out the channels that exact energy conservation forbids. A Gaussian lets them in: on 101 cells the smallest acoustic + acoustic → acoustic mismatch is only 3 × 10⁻⁷ eV. If all channels are smeared alike on that mesh, the four values fall to 1.10, 1.23, 1.56 and 1.66, while σ = 0.0001 eV still passes the threshold, with 2.14. At σ = 0.004 eV with 201 cells, lowering γ to 0.00001 eV raises the largest eigenvalue from 1.884 to 2.60. At σ = 0.0001 eV the meshes no longer agree: they give 2.366, 2.291 and 2.276.

The opening sequence belongs to σ = 0.0001 eV and 101 cells, with 100 odd unknowns. It is a stress case for the algorithm, not a converged conductivity. Moreover, an acoustic phonon below 0.0578 − 0.0409 = 0.0169 eV cannot reach the optical branch even with the most energetic partner. Apart from smearing, its lifetime is set by γ alone. Such phonons carry 45 % of κ in the stress case. Halving γ there doubles their part and very nearly doubles the remainder, which takes κ to 2.43. The size of the quoted conductivity therefore reflects the chosen rate. With γ alone and no three-phonon scattering κ would be 1.230, only 1 % higher: in this chain the three-phonon processes hardly resist the heat current, although the relaxation-time value counts them in full.

The leading triad in the most unstable eigenvector joins mesh wavevectors −32 and −30 into +39, in units of 2π/(101a); the sum −62 is folded by +101. Its components of D^(1/2)ψ are 0.25, 0.25 and −0.43, the sign pattern found above. With its mirror image, it supplies 19 % of ΣP(ψ₁ + ψ₂ − ψ₃)² for that eigenvector; all Umklapp processes together supply 96 %. Restricting H to the triad's modes gives a largest eigenvalue of only 1.99. This triad's modes alone do not pass the threshold, but those of another do: −39 and −25 into +37 give 2.23. The largest eigenvalue of a symmetric matrix cannot lie below that of such a block, so these modes already suffice to make the loop diverge. Coupling to the others raises the value to 2.366.

**Repairing the step**

One repair is to shorten the step, φ_{k+1} = φ_k + θD⁻¹(b − Aφ_k). The error factors become 1 − θλ. Since λ < 3, any 0 < θ < 2/3 converges. The price is slow progress at small λ: for θ = ½ the slowest factor is 1 − 0.208/2 = 0.896, and an error reduction by 10⁸ needs at most about 18.42/0.1098 = 168 steps. The calculation takes 160.

A large resistive rate also stabilises the original loop. If the resistive part of D exceeds its three-phonon part in every mode, the bounds of 3 on the latter and 1 on the former give a weighted average below 2. Raising γ to the largest internal rate, 0.0026 eV, lowers λ_max to 1.25. But this changes the physical problem.

A better repair lets the equation choose the step. Because A is symmetric and positive definite, the solution minimises

Q(φ) = ½φᵀAφ − bᵀφ,

and Q exceeds its minimum by ½eᵀAe. A unit step multiplies each component's contribution to this excess by (1 − λ)², which raises it when λ > 2. A line minimisation cannot raise Q.

Let r = b − Aφ, z = D⁻¹r and p be the search direction, initially z. Setting the derivative of Q along p to zero gives α = pᵀr/(pᵀAp). The next direction is p′ = z′ + ηp, with η chosen so that p′ᵀAp = 0; this keeps the next step from spoiling the minimum along p. Since r′ = r − αAp,

η = −z′ᵀAp/(pᵀAp) = (z′ᵀr′ − z′ᵀr)/(α pᵀAp).

The new residual is orthogonal to p, by the line minimum, and to the previous direction, by conjugacy. As z is a combination of these two, z′ᵀr = r′ᵀz = 0. Likewise pᵀr = zᵀr. The algorithm, started from φ = 0, is

α = rᵀz/(pᵀAp), φ′ = φ + αp, r′ = r − αAp,

z′ = D⁻¹r′, η = r′ᵀz′/(rᵀz), p′ = z′ + ηp.

Conjugacy to all older directions follows by induction. For an older p_j, Ap_j = (r_j − r_{j+1})/α_j, so z′ᵀAp_j = r′ᵀ(z_j − z_{j+1})/α_j. Both z vectors lie in the span of directions already used, to which r′ is orthogonal, and the product vanishes. Thus φ_k minimises Q over the whole space spanned by k directions.

In that space the error is a polynomial R(D⁻¹A) acting on the initial error, with degree k and R(0) = 1. Conjugate gradients select the polynomial with the smallest energy norm √(eᵀAe). The simple loop is tied to (1 − λ)^k. With c = λ_max/λ_min, a Chebyshev polynomial T_k shifted to the spectral interval and scaled to R(0) = 1 is at most 1/T_k((c + 1)/(c − 1)) there. Since T_k(x) ≥ ½[x + √(x² − 1)]^k for x ≥ 1,

‖e_k‖ ≤ 2[(√c − 1)/(√c + 1)]^k‖e₀‖.

No threshold at λ = 2 remains.

**Reading the result**

At the subspace minimum, φ_kᵀAφ_k = bᵀφ_k. Expanding e_kᵀAe_k then gives bᵀφ − bᵀφ_k. In exact arithmetic the conductivity therefore rises towards the solution from below, and its relative error is the square of the relative energy-norm error. Steps 1 to 6 give

0.971, 1.070, 1.200, 1.213, 1.216, 1.217.

The first is the relaxation-time value with an optimised length, κ₀/λ̄ = 0.997/1.027. The final value is 1.217 eV Å/(ps K), or 1.95 × 10⁻¹⁷ W m/K; as a one-dimensional conductivity it relates a total heat current to a gradient. The relaxation-time value is 18 % below it.

Here c = 11.4, and the bound guarantees a relative energy-norm error of 10⁻⁸ after 32 steps; 26 suffice. Without D the condition number is 8.4 × 10³ and 107 steps are needed. The entries of A carry the factor N, which is large for low-frequency phonons and small for optical ones; dividing by D removes most of that spread. Much of the count 107 is due to rounding: exact arithmetic needs at most 100 steps for 100 unknowns, and with the search space kept orthogonal 57 steps suffice here.

At σ = 0.004 eV the simple loop does converge, but its most slowly decaying alternating component is multiplied by −0.884 at each step. Started from φ = 0, it needs 138 steps to reach a relative energy-norm error of 10⁻⁸. Preconditioned conjugate gradients need 8.

The method has its own conditions. A must be symmetric and positive, so its out-scattering and repopulation parts must come from the same smeared processes. If all scattering is normal and γ = 0, then ψ = q makes every ψ₁ + ψ₂ − ψ₃ vanish. This gives λ = 0, and if b overlaps that drift there is no steady solution to find. When Umklapp and γ together give only weak resistance, λ_min is small. The simple loop, where it converges at all, then needs a number of steps of order 1/λ_min, while the number guaranteed by the conjugate-gradient bound grows only as √c.

When no direct solution is available, the residual supplies the error estimate. Since rᵀD⁻¹r = eᵀAD⁻¹Ae ≥ λ_min eᵀAe, the squared energy error is at most rᵀD⁻¹r/λ_min. A small residual is convincing only when λ_min is not much smaller still.
